# Surface roughness scattering in a circular band as an elliptic integral: a program that tests the result

```python
"""Total surface-roughness scattering rate in a circular two-dimensional band.

Result under test (atomic units):
  Gamma = 4 m F^2 D^2 L^2 E(kappa) / sqrt(1 + a^2),  a = 2 k L,
  kappa^2 = a^2 / (1 + a^2),  E = complete elliptic integral, second kind.
m: in-plane mass, F: mean normal force, D: rms roughness height,
L: correlation length of the covariance D^2 exp(-r/L), k: wavevector.
Unscreened, first order in height, Born approximation, one subband.
Numerical work uses eV and nm; hbar*Gamma is then an energy in eV.
scipy's ellipe and ellipk take kappa^2 as their argument.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, ellipe, ellipk, j0

HBAR2_M0 = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
E2_EPS0 = const.e / const.epsilon_0 * 1e9               # eV nm
HBAR_EVS = const.hbar / const.e                         # eV s
KB = const.k / const.e                                  # eV / K

# Rough typical parameters of a silicon (100) inversion layer
m_par, m_norm = 0.19, 0.916
eps_si, eps_ox = 11.7, 3.9
n_s, n_dep = 0.10, 0.01            # nm^-2
height, corr = 0.30, 1.50          # nm
temperature = 300.0                # K
alpha = 0.5                        # 1/eV, rough nonparabolicity
kT = KB * temperature
mass = m_par / HBAR2_M0            # m / hbar^2 in 1/(eV nm^2)
force = E2_EPS0 / eps_si * (n_dep + n_s / 2)   # eV/nm


def spectrum(q, d=height, length=corr):
    return 2 * np.pi * d**2 * length**2 / (1 + (q * length)**2)**1.5


def rate(k, m=mass, f=force, d=height, length=corr):
    a2 = (2 * k * length)**2
    return 4*m*(f*d*length)**2 * ellipe(a2/(1+a2)) / np.sqrt(1+a2)


def transport_ratio(k, length=corr):
    a2 = (2 * k * length)**2
    p = a2 / (1 + a2)
    return 2 * (ellipk(p) - ellipe(p)) / (a2 * ellipe(p))


# --- Matrix element: wavy hard wall, solved by matching on the wall ---
def wavy_wall_splitting(q, wave_height, in_plane_mass=0.2):
    """Potential z, normal mass 1; waves exp(+-iqx/2) are degenerate."""
    n = np.arange(4)
    x = (n + 0.5) * np.pi / (4 * q)
    kn = (n + 0.5) * q
    c = 2**(1/3)
    wall = wave_height * np.cos(q * x)[:, None]
    center = -ai_zeros(1)[0][0] / c + kn[0]**2 / (2 * in_plane_mass)

    def determinant(energy, wave):
        eps = energy - kn**2 / (2 * in_plane_mass)
        norm = airy(-c * eps)[0]
        norm[0] = 1.0
        matrix = wave(np.outer(x, kn)) * airy(c*(wall-eps))[0] / norm
        return np.linalg.det(matrix)

    roots = [brentq(determinant, center - wave_height,
                    center + wave_height, args=(w,), xtol=1e-13)
             for w in (np.cos, np.sin)]
    return roots[0] - roots[1]


wall_ratios = []
for q_test in (0.5, 0.8, 1.0):
    ratio = wavy_wall_splitting(q_test, 0.01) / 0.01
    wall_ratios.append(ratio)
    # neglected terms are of third order in the wave height
    assert abs(ratio - 1) < 5e-3

# --- Self-consistent Hartree potential with one occupied subband ---
step = 0.02
z = step * np.arange(1, 801)


def levels(potential, m_z, count):
    t = HBAR2_M0 / (2 * m_z * step**2)
    return eigh_tridiagonal(2*t + potential, -t*np.ones(len(z)-1),
                            select='i', select_range=(0, count-1))


surface_force = E2_EPS0 / eps_si * (n_dep + n_s)
potential = force * z
for iteration in range(100):
    energies, states = levels(potential, m_norm, 2)
    density = states[:, 0]**2 / step
    inside = np.cumsum(density) * step - density * step / 2
    local_force = E2_EPS0 / eps_si * (n_dep + n_s * (1 - inside))
    new = cumulative_trapezoid(np.r_[surface_force, local_force], dx=step)
    change = np.max(np.abs(new - potential))
    potential = 0.5 * potential + 0.5 * new
assert change < 1e-8
energies, states = levels(potential, m_norm, 2)
density = states[:, 0]**2 / step
mean_z = np.sum(z * density) * step
spline = CubicSpline(np.r_[0, z], np.r_[0, potential])


def ground_with_wall(shift):
    pos = z + shift
    v = np.where(pos < 0, surface_force * pos, spline(pos))
    return levels(v, m_norm, 1)[0][0]


d = 0.02
force_wall = (ground_with_wall(d) - ground_with_wall(-d)) / (2*d)
assert abs(force_wall / force - 1) < 5e-3
e_up, e_down = ground_with_wall(height), ground_with_wall(-height)
curvature = (e_up + e_down - 2*energies[0]) / (2*force*height)

# --- Power spectrum from the covariance ---
for q_test in (0.0, 0.4, 1.0, 2.5):
    val = quad(lambda r: r*np.exp(-r/corr)*j0(q_test*r), 0, 40*corr,
               limit=400)[0]
    assert abs(2*np.pi*height**2*val / spectrum(q_test) - 1) < 1e-6

# --- Derivative identity behind the elliptic reduction ---
phi, par = sp.symbols('phi par', positive=True)
root = sp.sqrt(1 - par * sp.sin(phi)**2)
residual = (sp.diff(sp.sin(phi)*sp.cos(phi)/root, phi)
            - (root - (1-par)/root**3)/par)
for p_test in (0.2, 0.7, 0.95):
    for angle in (0.3, 0.9, 1.4):
        assert abs(float(residual.subs({phi: angle, par: p_test}))) < 1e-10


# --- Angular integrals against the closed forms ---
def angular_rate(k, transport=False):
    def integrand(t):
        weight = 2*np.sin(t)**2 if transport else 1.0
        return weight * spectrum(2*k*np.sin(t))
    split = min(1.0, 3/(2*k*corr))
    total = (quad(integrand, 0, split, limit=300)[0]
             + quad(integrand, split, np.pi/2, limit=300)[0])
    return mass * force**2 / (2*np.pi) * 4 * total


for k_test in (0.05, 0.3, 0.8, 3.0):
    assert abs(angular_rate(k_test) / rate(k_test) - 1) < 1e-8
    ratio = angular_rate(k_test, True) / angular_rate(k_test)
    assert abs(ratio / transport_ratio(k_test) - 1) < 1e-7
low_limit = 2*np.pi*mass*(force*height*corr)**2
assert abs(angular_rate(1e-3) / low_limit - 1) < 1e-4
k_big = 100.0
high_limit = 2*mass*(force*height)**2*corr/k_big
assert abs(angular_rate(k_big) / high_limit - 1) < 1e-3

# --- Golden rule as an explicit sum over states in a square box ---
k_f = np.sqrt(2*np.pi*n_s/2)       # two valleys, two spins
e_f = k_f**2 / (2*mass)


def box_sum(k, nonpar, box=1000.0, width=0.002):
    dk = 2*np.pi/box
    grid = dk*np.arange(-160, 161)
    kx, ky = np.meshgrid(grid, grid)

    def band(k2):
        g = k2/(2*mass)
        return 2*g/(1+np.sqrt(1+4*nonpar*g))
    diff = band(kx**2+ky**2) - band(k**2)
    delta = np.exp(-diff**2/(2*width**2))/(width*np.sqrt(2*np.pi))
    q = np.hypot(kx-k, ky)
    return 2*np.pi/box**2*np.sum(force**2*spectrum(q)*delta)


gamma = rate(k_f)
box_value = box_sum(k_f, 0.0)
# tolerance covers the finite energy width of the delta function
assert abs(box_value/gamma - 1) < 5e-3
strong = 3.0
assert abs(box_sum(k_f, strong)
           / (gamma*np.sqrt(1+4*strong*e_f)) - 1) < 5e-3

# --- Same rate evaluated directly in atomic units ---
bohr = const.physical_constants['Bohr radius'][0]*1e9
hartree = const.physical_constants['Hartree energy in eV'][0]
gamma_au = rate(k_f*bohr, m_par, force*bohr/hartree,
                height/bohr, corr/bohr)
assert abs(gamma_au*hartree/gamma - 1) < 1e-7

# --- Static screening, finite layer thickness, zero temperature ---
dos = 4*mass/(2*np.pi)
image = (eps_si-eps_ox)/(eps_si+eps_ox)
zs, ns = z[::2], density[::2]
ns = ns/np.sum(ns)
z_minus = np.abs(zs[:, None]-zs[None, :])
z_plus = zs[:, None]+zs[None, :]


def coulomb(q):
    kernel = np.exp(-q*z_minus)+image*np.exp(-q*z_plus)
    return E2_EPS0/(2*eps_si*q)*(ns @ kernel @ ns)


q_small = 1e-4
sheet = E2_EPS0/(eps_si+eps_ox)
assert abs(q_small*coulomb(q_small)/sheet - 1) < 1e-3
nodes, weights = np.polynomial.legendre.leggauss(32)
angles = (nodes+1)*np.pi/4
weights = weights*np.pi/4
qs = 2*k_f*np.sin(angles)
dielectric = np.array([1+dos*coulomb(q) for q in qs])
pref = 2*mass*force**2/np.pi
screened = pref*np.sum(weights*spectrum(qs)/dielectric**2)
screened_tr = pref*np.sum(weights*2*np.sin(angles)**2
                          * spectrum(qs)/dielectric**2)


# --- Transport numbers and thermal averages ---
def mobility(gamma_tr):
    return const.e/(m_par*const.m_e)*HBAR_EVS/gamma_tr*1e4


gamma_tr = gamma*transport_ratio(k_f)
mu_one = kT*np.log(np.expm1(e_f/kT))
e_grid = np.linspace(1e-4, 1.2, 12001)
k_grid = np.sqrt(2*mass*e_grid)
window = 1/(4*kT*np.cosh((e_grid-mu_one)/(2*kT))**2)
r_grid = rate(k_grid)
thermal_rate = np.sum(window*r_grid)/np.sum(window)
mob_grid = mobility(r_grid*transport_ratio(k_grid))
thermal_mob = (np.sum(window*e_grid*mob_grid)
               / np.sum(window*e_grid))

# --- Electrons outside the lowest subband, same potential ---
twofold = levels(potential, m_norm, 6)[0]
fourfold = levels(potential, m_par, 6)[0]
dos_four = 8*np.sqrt(m_par*m_norm)/HBAR2_M0/(2*np.pi)


def populations(mu):
    two = dos*kT*np.logaddexp(0, (mu-twofold)/kT)
    four = dos_four*kT*np.logaddexp(0, (mu-fourfold)/kT)
    return two, four


mu_all = brentq(lambda mu: sum(map(np.sum, populations(mu)))-n_s,
                twofold[0]-1, twofold[0]+1)
outside = 1-populations(mu_all)[0][0]/n_s
a = 2*k_f*corr
kappa2 = a*a/(1+a*a)
path = k_f/(mass*gamma)


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('In-plane mass', m_par, 'm0')
show('Normal mass', m_norm, 'm0')
show('Relative permittivity, silicon', eps_si)
show('Relative permittivity, oxide', eps_ox)
show('Electron density', n_s*1e14, 'cm^-2')
show('Depletion density', n_dep*1e14, 'cm^-2')
show('Rms roughness height', height, 'nm')
show('Correlation length', corr, 'nm')
show('Mean normal field', force*10, 'MV/cm')
show('Field from moving the wall', force_wall*10, 'MV/cm')
for q_test, ratio in zip((0.5, 0.8, 1.0), wall_ratios):
    show(f'Wavy wall q={q_test}, splitting/(F h0)', ratio, '', 6)
show('Fermi wavevector', k_f, 'nm^-1')
show('Fermi energy', e_f, 'eV')
show('a = 2 k L', a)
show('kappa squared', kappa2)
show('E(kappa)', ellipe(kappa2))
show('K(kappa)', ellipk(kappa2))
show('F times height', force*height, 'eV')
show('Small-k limit of hbar*Gamma', low_limit, 'eV')
show('hbar*Gamma at Fermi energy', gamma, 'eV')
show('hbar*Gamma from box sum', box_value, 'eV')
show('Gamma at Fermi energy', gamma/HBAR_EVS, 's^-1')
show('Mean free path v/Gamma', path, 'nm')
show('Mean free path, converted', path*10, 'angstrom')
for energy in (0.01, 0.03, 0.10, 0.20):
    show(f'hbar*Gamma at {energy:.2f} eV',
         rate(np.sqrt(2*mass*energy)), 'eV')
show('Momentum-relaxation / total rate', transport_ratio(k_f))
show('Unscreened mobility, 0 K', mobility(gamma_tr), 'cm2/Vs')
show('Dielectric function at q=2k', 1+dos*coulomb(2*k_f))
show('Screened hbar*Gamma', screened, 'eV')
show('Screened / unscreened total rate', screened/gamma)
show('Screened mobility, 0 K', mobility(screened_tr), 'cm2/Vs')
show('Temperature of use', temperature, 'K')
show('Thermal energy', kT, 'eV')
show('Thermal-window mean hbar*Gamma', thermal_rate, 'eV')
show('Unscreened mobility, 300 K', thermal_mob, 'cm2/Vs')
show('Second twofold level above lowest', twofold[1]-twofold[0], 'eV')
show('First fourfold level above lowest', fourfold[0]-twofold[0], 'eV')
show('Share outside lowest subband, 300 K', 100*outside, '%')
show('Nonparabolicity parameter', alpha, 'eV^-1')
show('Nonparabolic rate factor at same k', np.sqrt(1+4*alpha*e_f))
show('Mean distance from wall', mean_z, 'nm')
show('Quadratic / linear wall shift', curvature)
show('Born parameter hbar*Gamma/E_F', gamma/e_f)
show('Oxide field', E2_EPS0*(n_s+n_dep)/eps_ox*10, 'MV/cm')
print('all good')
```

Running it gives:

```
In-plane mass: 0.19 m0
Normal mass: 0.916 m0
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Electron density: 1e+13 cm^-2
Depletion density: 1e+12 cm^-2
Rms roughness height: 0.3 nm
Correlation length: 1.5 nm
Mean normal field: 0.928 MV/cm
Field from moving the wall: 0.928 MV/cm
Wavy wall q=0.5, splitting/(F h0): 0.999998
Wavy wall q=0.8, splitting/(F h0): 0.999969
Wavy wall q=1.0, splitting/(F h0): 0.999927
Fermi wavevector: 0.5605 nm^-1
Fermi energy: 0.063 eV
a = 2 k L: 1.681
kappa squared: 0.7387
E(kappa): 1.218
K(kappa): 2.137
F times height: 0.02784 eV
Small-k limit of hbar*Gamma: 0.02732 eV
hbar*Gamma at Fermi energy: 0.01083 eV
hbar*Gamma from box sum: 0.01083 eV
Gamma at Fermi energy: 1.645e+13 s^-1
Mean free path v/Gamma: 20.76 nm
Mean free path, converted: 207.6 angstrom
hbar*Gamma at 0.01 eV: 0.02082 eV
hbar*Gamma at 0.03 eV: 0.0149 eV
hbar*Gamma at 0.10 eV: 0.008659 eV
hbar*Gamma at 0.20 eV: 0.006084 eV
Momentum-relaxation / total rate: 0.5335
Unscreened mobility, 0 K: 1055 cm2/Vs
Dielectric function at q=2k: 1.618
Screened hbar*Gamma: 0.001273 eV
Screened / unscreened total rate: 0.1176
Screened mobility, 0 K: 4067 cm2/Vs
Temperature of use: 300 K
Thermal energy: 0.02585 eV
Thermal-window mean hbar*Gamma: 0.01165 eV
Unscreened mobility, 300 K: 1515 cm2/Vs
Second twofold level above lowest: 0.0635 eV
First fourfold level above lowest: 0.06503 eV
Share outside lowest subband, 300 K: 48.22 %
Nonparabolicity parameter: 0.5 eV^-1
Nonparabolic rate factor at same k: 1.061
Mean distance from wall: 1.317 nm
Quadratic / linear wall shift: -0.178
Born parameter hbar*Gamma/E_F: 0.1719
Oxide field: 5.104 MV/cm
all good
```
